# Why nuclear stopping peaks and then falls as ions get faster

**Q.** I am implanting boron into silicon. A faster ion carries more energy and hits harder, so it must lose more energy to the silicon nuclei in every nanometre. Raising the beam energy should therefore raise the damage rate all along the track.

**A.** "Hits harder" is right for one kind of collision. Let an ion of mass $M_1$ and speed $v$ meet a nucleus of mass $M_2$ at rest. The centre of mass moves at $V=M_1v/(M_1+M_2)$, and in its frame the nucleus arrives with velocity $-\mathbf V$. An elastic collision turns that velocity through an angle $\theta$ without changing its length. Back in the laboratory, the nucleus has the difference of two vectors of length $V$ with angle $\theta$ between them, so its speed is $2V\sin(\theta/2)$. Its energy is

$$T=\tfrac12M_2\,4V^2\sin^2\tfrac\theta2=\gamma E\sin^2\tfrac\theta2,\qquad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2},$$

with $E=\frac12M_1v^2$. A head-on hit has $\theta=\pi$ and transfers $\gamma E$, which does grow with $E$. But the loss per nanometre is a sum over all impact parameters, and $\theta$ itself depends on $E$.

**Q.** Then do the sum. What decides $\theta$?

**A.** The force between the two atoms: nuclear repulsion screened by electrons. Its potential energy, not to be confused with the speed $V$ above, is

$$V(r)=\frac{\kappa}{r}\,\varphi(r/a),\qquad \kappa=Z_1Z_2e^2,$$

where $e^2$ stands for $e^2/(4\pi\varepsilon_0)=1.440$ eV nm, $a$ is a screening length and $\varphi$ falls from 1 to 0. I assume classical, elastic collisions with one atom at a time, and atoms placed at random.

In a path $dx$ the ion passes $N\,2\pi p\,dp\,dx$ nuclei at impact parameters between $p$ and $p+dp$, where $N$ is the atomic density. With $p=ab$, so that $2p\,dp=a^2d(b^2)$, the nuclear stopping power is

$$S_n=N\int T\,2\pi p\,dp=N\pi a^2\gamma E\int_0^\infty\sin^2\tfrac\theta2\,d(b^2).$$

The energy of relative motion is $E_c=EM_2/(M_1+M_2)$. Measured against $\kappa/a$ it gives the reduced energy, and with it a reduced stopping:

$$\varepsilon=\frac{aE_c}{\kappa},\qquad s_n(\varepsilon)=\varepsilon\int_0^\infty\sin^2\tfrac\theta2\,d(b^2),\qquad S_n=N\pi a^2\gamma\,\frac E\varepsilon\,s_n .$$

For a given ion and target $E/\varepsilon$ is a constant, so $S_n$ and $s_n$ peak together.

For the angle, put $x=r/a$. Then $V/E_c=\varphi/(x\varepsilon)$, and conservation of energy and angular momentum gives

$$\dot r=\pm v\sqrt{1-\frac{\varphi(x)}{x\varepsilon}-\frac{b^2}{x^2}},\qquad \dot\alpha=\frac{vp}{r^2},$$

where $\alpha$ is the direction of the line joining the atoms. Dividing the second by the first gives $d\alpha/dr$. The line sweeps equal angles on the way in and out, and would sweep $\pi$ in total without a force, so

$$\theta=\pi-2b\int_{x_0}^\infty\frac{dx}{x^2\sqrt{1-\varphi/(x\varepsilon)-b^2/x^2}} .$$

The closest approach $x_0$ is where the root vanishes: $b^2=x_0^2-x_0\varphi(x_0)/\varepsilon$.

**Q.** I still see a factor $E$ in front of $S_n$. Why should the integral fall fast enough to beat it?

**A.** Watch one nucleus at fixed $p$ while the ion gets faster. The force at each distance is unchanged, but it acts for a shorter time. For a small deflection the path is nearly straight, $r=\sqrt{p^2+z^2}$ and $dt=dz/v$, so the sideways impulse is

$$\Delta P=-\frac1v\frac{d}{dp}\int_{-\infty}^{\infty}V\,dz .$$

Take a screening function made of exponentials, $\varphi=\sum_ic_ie^{-d_ix}$ with $\sum_ic_i=1$. Substituting $z=p\sinh t$ gives $dz/r=dt$, so each term yields $\int e^{-d_ib\cosh t}dt=2K_0(d_ib)$, with $K_0,K_1$ modified Bessel functions. Since $K_0'=-K_1$,

$$\Delta P=\frac{2\kappa}{va}\sum_ic_id_iK_1(d_ib).$$

Divide by the relative momentum $\mu v$, where $\mu$ is the reduced mass, and use $\mu v^2=2E_c$:

$$\theta=\frac{g(b)}{\varepsilon b},\qquad g(b)=b\sum_ic_id_iK_1(d_ib),\qquad T\simeq\gamma E\,\frac{\theta^2}{4}=\gamma E\,\frac{g^2}{4\varepsilon^2b^2}\propto\frac1E .$$

The prefactor gains one power of $E$ and the squared angle loses two. Integrating the full deflection formula at $b=1$, from $\varepsilon=30$ to 300, gives $T\propto E^{-0.995}$.

**Q.** But close collisions are not small deflections. Could they rescue the growth?

**A.** They are violent but rare. At high energy, close collisions happen inside the screening cloud, where $\varphi\simeq1$. Put $w=b/x$ and $h=1/(2\varepsilon b)$ in the angle formula, and complete the square:

$$\theta=\pi-2\int_0^{w_0}\frac{dw}{\sqrt{(1+h^2)-(w+h)^2}}=\pi-2\left(\frac\pi2-\arctan h\right)=2\arctan h .$$

The upper limit contributes $\arcsin1=\pi/2$ and the lower one $\arcsin(h/\sqrt{1+h^2})=\arctan h$. Hence $\sin^2(\theta/2)=h^2/(1+h^2)=1/(1+4\varepsilon^2b^2)$. Large deflections need $b\lesssim1/(2\varepsilon)$, a target area that shrinks as $1/E^2$.

Now join the two regions at some $b_0$ with $1/\varepsilon\ll b_0\ll1$, where both descriptions hold. The inner part is

$$\varepsilon\int_0^{b_0^2}\frac{d(b^2)}{1+4\varepsilon^2b^2}=\frac{\ln(1+4\varepsilon^2b_0^2)}{4\varepsilon}\simeq\frac{\ln(2\varepsilon b_0)}{2\varepsilon},$$

and the outer part is $\varepsilon\int_{b_0}^\infty\frac{g^2}{4\varepsilon^2b^2}\,2b\,db=\frac1{2\varepsilon}\int_{b_0}^\infty g^2\frac{db}b$. Together,

$$s_n\simeq\frac{\ln(2B\varepsilon)}{2\varepsilon},\qquad \ln B=\lim_{b_0\to0}\left[\ln b_0+\int_{b_0}^\infty g^2\frac{db}{b}\right].$$

The derivative is $[1-\ln(2B\varepsilon)]/(2\varepsilon^2)$, which is negative at high energy. In this high-energy limit, collisions with $b<1/(2\varepsilon)$, for which $\theta>\pi/2$, contribute only $\ln2/(4\varepsilon)$ to $s_n$. The logarithm comes from the many smaller deflections between there and the screening length, and it cannot overcome the $1/\varepsilon$.

**Q.** Is $B$ a fitted number?

**A.** No, it follows from the screening function. The integral contains products $bK_1(\alpha b)K_1(\beta b)$, with $\alpha,\beta$ any two of the $d_i$. From $K_0'=-K_1$ and $[zK_1(z)]'=-zK_0(z)$,

$$\frac{d}{db}\Big\{b\big[\beta K_1(\alpha b)K_0(\beta b)-\alpha K_0(\alpha b)K_1(\beta b)\big]\Big\}=(\alpha^2-\beta^2)\,bK_1(\alpha b)K_1(\beta b),$$

because the $K_0K_0$ terms cancel. The bracket vanishes at infinity. At small $b_0$ use $K_1(z)\simeq1/z$ and $K_0(z)\simeq-\ln(z/2)-\gamma_E$, with $\gamma_E$ Euler's constant:

$$\alpha\beta\int_{b_0}^\infty bK_1(\alpha b)K_1(\beta b)\,db\simeq-\ln b_0+\ln2-\gamma_E-\frac{\alpha^2\ln\alpha-\beta^2\ln\beta}{\alpha^2-\beta^2}.$$

Weighting by $c_ic_j$ and summing, the $\ln b_0$ cancels:

$$\ln B=\ln2-\gamma_E-\sum_{ij}c_ic_jF_{ij},\qquad F_{ij}=\frac{d_i^2\ln d_i-d_j^2\ln d_j}{d_i^2-d_j^2},\qquad F_{ii}=\ln d_i+\tfrac12,$$

where $F_{ii}$ is the limit $d_j\to d_i$.

For numbers I use the universal (Ziegler–Biersack–Littmark) screening function, with $c=(0.1818,\,0.5099,\,0.2802,\,0.02817)$ and $d=(3.2,\,0.9423,\,0.4029,\,0.2016)$; the $c_i$ sum to one within $10^{-4}$. It gives $B=0.658$. At $\varepsilon=1000$ the full integral gives $2\varepsilon s_n=7.176$ and the formula 7.182; at $\varepsilon=100$ they are 4.838 and 4.880.

**Q.** By that reasoning a slow ion should lose the most. Why is there a peak, and not a fall from the start?

**A.** A slow ion is already turned through a large angle. It cannot be turned by more than $\pi$, so $T$ is capped at $\gamma E$, which is small when $E$ is small. What matters then is how quickly the target area shrinks as $E$ rises, and that depends on how steep the potential is.

Take $V=Cr^{-s}$. With $w=p/r$, the ratio $V/E_c$ becomes $[C/(E_cp^s)]\,w^s$, so $\theta$ depends on energy and impact parameter through $E\,p^s$ alone. Define $q=pE^{1/s}$. Then

$$S_n\propto E\int\sin^2\tfrac\theta2\;2p\,dp=E\cdot E^{-2/s}\int\sin^2\tfrac\theta2\;2q\,dq\propto E^{\,1-2/s}.$$

At large $p$, $\theta\propto p^{-s}$, so the integral converges for $s>1$. Stopping rises with energy if $s>2$, is constant if $s=2$ and falls if $s<2$. Direct integration for $s=3$, 2 and 1.5 gives exponents 0.333, 0.000 and $-0.333$, as it should.

A screened potential has no single exponent. Locally,

$$-\frac{d\ln V}{d\ln r}=1-\frac{x\varphi'(x)}{\varphi(x)},$$

which is large far out, where the exponentials cut the potential off, and tends to 1 near the nucleus. Slow ions turn back in the steep outer part, and fast ions penetrate to the Coulomb part. The turnover should come when the collisions that carry the stopping sample an exponent near 2.

**Q.** "Should" is a hope. Where does the maximum actually fall?

**A.** Integrating the deflection formula with universal screening puts it at $\varepsilon=0.31$, with $s_n=0.351$. At sampled energies from $\varepsilon=0.001$ to 1000, $s_n$ rises below this point and falls above it. The local exponent at closest approach, averaged with the transferred energy as weight, is 3.35 at $\varepsilon=0.01$, 2.08 at the maximum and 1.33 at $\varepsilon=10$. That supports the explanation, though "average exponent equals 2" is an estimate, not an exact condition for the peak.

The position also depends on the screening. The Molière function, $0.35e^{-0.3x}+0.55e^{-1.2x}+0.10e^{-6x}$, puts the maximum at $\varepsilon=0.20$. A general statement should therefore say no more than "a few tenths".

**Q.** Now put my boron ions on that curve.

**A.** The universal screening length, with $a_0=0.05292$ nm the Bohr radius, is

$$a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}}=0.01427\ \text{nm}\qquad(Z_1=5,\ Z_2=14).$$

With masses 11.009 and 28.086 u, one unit of $\varepsilon$ corresponds to

$$\frac E\varepsilon=\frac{\kappa}{a}\,\frac{M_1+M_2}{M_2}=\frac{70\times1.440}{0.01427}\times\frac{39.095}{28.086}\ \text{eV}\simeq9.83\ \text{keV}.$$

The peak is at $0.312\times9.83\simeq3.1$ keV. For $N=49.97$ nm$^{-3}$ and $\gamma=0.809$, the prefactor $N\pi a^2\gamma E/\varepsilon$ is 254 eV/nm, so the peak stopping is $254\times0.351\simeq89$ eV/nm. At 30 keV, $s_n=0.222$ gives 56 eV/nm.

| $E$ (keV) | $S_n$ (eV/nm) | $T$ at $p=a$ (eV) | $\gamma E$ (keV) | $E_n$ (keV) |
|---|---|---|---|---|
| 0.3 | 61 | 200 | 0.24 | 0.25 |
| 1 | 81 | 510 | 0.81 | 0.82 |
| 3 | 89 | 730 | 2.4 | 2.3 |
| 10 | 79 | 490 | 8.1 | 6.7 |
| 30 | 56 | 210 | 24 | 15 |
| 100 | 31 | 70 | 81 | 30 |

From 3 to 100 keV the largest possible transfer rises more than thirtyfold, while the transfer at $p=a$ drops about tenfold and the loss per nanometre about threefold. The maximum is broad: at 1 and 10 keV the stopping is within about 12% of the peak value.

As a check on the kinematics and on the conversion to $\varepsilon$, Newton's equations for both atoms in the laboratory frame, with $E=3$ keV and $p=0.010$ nm, give a recoil of 1205.63 eV. The scattering formula gives the same figure.

**Q.** Your last column keeps growing. Isn't that my original claim?

**A.** It is a different claim, and a true one. $E_n$ is the energy given to nuclei over the whole track. The ion also loses energy to electrons at a rate $S_e$, so $dE=-(S_n+S_e)\,dx$, and the nuclear share of each step adds up to

$$E_n(E_0)=\int^{E_0}\frac{S_n}{S_n+S_e}\,dE .$$

The integrand is positive, so $E_n$ grows with the starting energy $E_0$ even where $S_n$ falls. If slowing is treated as continuous, a 100 keV ion later passes through 30, 10 and 3 keV, and it deposits there what a slower ion would have deposited. In reality a single hard collision can take up to 81% of the energy and carry an ion past part of this range, so the statement holds for the average over many ions, and only approximately. Its nuclear loss per nanometre is greatest late in the track, near 3 keV. The nuclear fraction of the total still drops, from 78% for a 3 keV start to 30% for 100 keV.

These totals treat slowing as continuous and follow the ion down to about 10 eV. Below roughly 100 eV the assumption of one atom at a time becomes doubtful, but that range can add at most 0.1 keV to any total. For $S_e$ I took the Lindhard–Scharff estimate without deriving it:

$$S_e=8\pi Ne^2a_0\,\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac v{v_0},$$

with $v_0$ the Bohr velocity. It gives 36 eV/nm at 3 keV and 205 eV/nm at 100 keV. For boron in silicon this estimate is low: it leads to projected ranges of about 0.13 µm at 30 keV and 0.40 µm at 100 keV, against tabulated values near 0.10 and 0.30 µm, which an $S_e$ about 1.5 times larger comes close to reproducing. With that larger $S_e$ the totals for 3, 30 and 100 keV fall from 2.3, 15 and 30 keV to about 2.1, 12 and 23 keV, so the $E_n$ column should be read as an upper estimate.

**Q.** Would arsenic at the same beam energy also be past its peak?

**A.** Not at 30 keV. The factor $E/\varepsilon$ grows with ion charge and mass. In the same model phosphorus peaks at about 16 keV and arsenic at about 66 keV, with about 440 and 1200 eV/nm there. At 30 keV, boron and phosphorus are on the falling side and arsenic is still on the rising side. For arsenic below about 66 keV, the nuclear loss per nanometre does grow with energy, as you expected.

**Q.** How far can I trust this for a real wafer?

**A.** The density used is that of crystalline silicon with a rounded lattice constant of 0.543 nm. A crystalline wafer breaks the assumption of random atomic positions. In the random model, collisions beyond 0.10 nm carry about 0.3% of the nuclear stopping at 3 keV and less than 0.1% at 30 keV. An ion steered along an open channel, away from closer encounters, therefore loses most of its nuclear stopping, and the curve does not describe it.

The choice of potential matters too. Molière screening with the Firsov length $0.8854\,a_0/(\sqrt{Z_1}+\sqrt{Z_2})^{2/3}$ moves the boron peak from 3.1 to about 2 keV. The universal function is an average over many atom pairs, and the actual boron–silicon repulsion can differ from it by something like 10% at the distances that matter, so the digits quoted belong to the model. Near the peak and above it, binding of the silicon atoms is a smaller matter: transfers below a rough 15 eV displacement threshold carry 4.2% of $S_n$ at 3 keV and 3.2% at 30 keV. Classical mechanics is adequate for the collisions that count. At 100 keV and $p=a$ the deflection is 0.059 rad, while $\hbar/(\mu va)$ is 0.0004 rad. A wave packet narrow enough to define $p$ spreads more; balancing diffraction against the variation of $\theta$ across the packet gives a smallest spread $\sqrt{(\hbar/\mu v)\,|d\theta/dp|}\simeq0.006$ rad, still a tenth of the deflection. Relativity enters at the level of $E/(M_1c^2)\simeq10^{-5}$.

Finally, $S_n$ is energy handed to the first recoils, not a count of displaced atoms. Part of it later goes to electrons as those recoils slow down. The numerical output below lists the values behind these figures.

**Q.** So if I go from 3 to 30 keV with boron, the layer near the surface receives less nuclear energy per ion per nanometre of path, while the wafer as a whole receives more.

**A.** Yes, for ions in a random direction: about 56 instead of 89 eV/nm at entry, and about 15 instead of 2.3 keV in total with the Lindhard–Scharff $S_e$, or about 12 instead of 2.1 keV with the larger $S_e$ that suits boron in silicon.

## Computed values

```
Peak, universal screening: eps = 0.312, s_n = 0.3506
Peak, Moliere screening: eps = 0.198, s_n = 0.3803
Largest deviation of published fit, eps 0.01-10: 3.6 %
V ~ r^-3.0: computed slope dlnS/dlnE = 0.333
V ~ r^-2.0: computed slope dlnS/dlnE = 0.000
V ~ r^-1.5: computed slope dlnS/dlnE = -0.333
eps = 0.010: transfer-weighted exponent of V = 3.35
eps = 0.312: transfer-weighted exponent of V = 2.08
eps = 10.000: transfer-weighted exponent of V = 1.33
Transfer at b=1, eps 30 to 300: slope dlnT/dlnE = -0.995
High-energy constant B = 0.6579, 2B = 1.3157
eps = 100: 2 eps s_n = 4.8383, ln(2B eps) = 4.8796
eps = 1000: 2 eps s_n = 7.1761, ln(2B eps) = 7.1822
Silicon: lattice 0.543 nm, density 49.97 atoms/nm^3
e^2/(4 pi eps0) = 1.4400 eV nm; Bohr radius = 0.05292 nm
B in Si: a = 0.01427 nm, gamma = 0.8092, E/eps = 9.831 keV
B in Si: N pi a^2 gamma E/eps = 254.4 eV/nm
Orbit test, B 3 keV, p 0.010 nm: T = 1205.63 eV
Same from scattering formula: T = 1205.63 eV
B in Si: Z1=5, M1=11.009 u, peak 3.07 keV, S_n 89.2 eV/nm
P in Si: Z1=15, M1=30.974 u, peak 15.68 keV, S_n 442.2 eV/nm
As in Si: Z1=33, M1=74.922 u, peak 66.17 keV, S_n 1226.4 eV/nm
B in Si, Moliere with Firsov length: peak 1.95 keV
B in Si: E keV | eps | s_n | S_n eV/nm | S_e eV/nm
    0.3 | 0.0305 | 0.2403 | 61.1 | 11.3
    1.0 | 0.1017 | 0.3182 | 81.0 | 20.5
    3.0 | 0.3052 | 0.3506 | 89.2 | 35.6
   10.0 | 1.0172 | 0.3107 | 79.0 | 65.0
   30.0 | 3.0516 | 0.2220 | 56.5 | 112.5
  100.0 | 10.1720 | 0.1214 | 30.9 | 205.4
B in Si: E keV | T at p=a, eV | T max, eV | total nuclear loss, keV
    0.3 | 204.8 | 243 | 0.250
    1.0 | 506.1 | 809 | 0.823
    3.0 | 725.6 | 2428 | 2.329
   10.0 | 492.4 | 8092 | 6.690
   30.0 | 213.0 | 24276 | 15.182
  100.0 | 69.9 | 80920 | 29.500
Total at 100 keV if S_e is 1.5 times larger: 22.70 keV
Radius of one atom's share of area = 0.153 nm
B 3 keV, share of S_n: T<15 eV 4.2 %, p>0.10 nm 0.26 %, p>area radius 0.02 %
B 30 keV, share of S_n: T<15 eV 3.2 %, p>0.10 nm 0.04 %, p>area radius 0.00 %
B 100 keV: quantum angular spread 4.2e-04 rad, deflection at p=a 5.9e-02 rad
B 100 keV: E/(M1 c^2) = 9.8e-06
```
